# Adjoint optimization of lamp powers for a spike anneal

## Which power histories can be optimized

A lamp recipe with four zones and ninety time steps has 360 adjustable powers. If the gradient of the cost must come from central differences, each gradient takes 720 simulations. If a simulation is expensive, this favours describing the recipe by a few ramp parameters instead. If the gradient comes from an adjoint equation, one simulation and one backward linear sweep give all 360 components, and every power can be left free. This section derives that gradient, discretizes it so that it is the gradient of the discrete cost, and compares the numerical errors with those of the model.

## The controlled wafer

A disc of radius $R$ and thickness $h$ has thickness-mean temperature $T(r,t)$. It is assumed opaque, axially symmetric and thin enough for the mean to represent it. Zone $j$ has rated power $W_j$, commanded fraction $u_j\in[0,1]$ and output fraction $L_j$. The function $a_j(r)$ is the absorbed flux per watt of lamp output. Then

$$\tau L_j'=u_j-L_j,\qquad hC(T)T_t=h\nabla^2K(T)-q(T)+\sum_jW_ja_jL_j, \tag{1}$$

where $C$ is heat capacity per volume, $K'(T)=k(T)$ is the conductivity, $\nabla^2f=r^{-1}(rf_r)_r$, and $q$ is the loss from both faces. At the edge, $-\partial_rK=q_e(T)$. The initial state and $u_j(0)$ are fixed.

With the area mean $\langle f\rangle=(2/R^2)\int_0^R f\,r\,dr$, the cost is

$$J=\frac1{2t_f}\int_0^{t_f}\Big[\frac{\langle(T-T^*)^2\rangle}{\theta^2}+\frac{\langle T_r^2\rangle}{g^2}+\sum_j\frac{(u_j')^2}{v^2}\Big]dt. \tag{2}$$

The scales $\theta$, $g$ and $v$ state which temperature error, radial slope and power rate count as equally bad. A perfect match to $T^*(t)$ is in general out of reach, because the lamps lag, their power is bounded, and a few zones cannot shape an arbitrary flux.

## The gradient

Let $\delta u_j$ change the temperature by $\delta T$. Since $CT_t$ is the time derivative of the enthalpy $H(T)$, its variation is $\partial_t(C\,\delta T)$. Likewise $\delta K=k\,\delta T$. Hence

$$h\partial_t(C\delta T)=h\nabla^2(k\delta T)-q'\delta T+\sum_jW_ja_j\delta L_j, \tag{3}$$

with $-\partial_r(k\delta T)=q_e'\delta T$ at $R$. No derivative of $C$ or $k$ appears.

Multiply (3) by a function $\lambda(r,t)$ with $\lambda(r,t_f)=0$, average over the area and integrate over time. Because $\delta T(r,0)=0$, the time term becomes $-\int h\langle C\lambda_t\delta T\rangle dt$. Two radial integrations by parts give

$$\langle\lambda\nabla^2(k\delta T)\rangle=\langle k\delta T\nabla^2\lambda\rangle+\frac2R\big[\lambda\partial_r(k\delta T)-k\delta T\lambda_r\big]_R .$$

The edge condition turns the bracket into $-(q_e'\lambda+k\lambda_r)\delta T$. Therefore

$$\int\!\Big\{\langle\delta T(-hC\lambda_t-hk\nabla^2\lambda+q'\lambda)\rangle+\frac{2h}R\big[(k\lambda_r+q_e'\lambda)\delta T\big]_R\Big\}dt=\int\!\sum_jW_j\langle a_j\lambda\rangle\delta L_j\,dt. \tag{4}$$

The variation of the two thermal terms of $J$ contains $\langle T_r\delta T_r\rangle=(2/R)[T_r\delta T]_R-\langle\nabla^2T\,\delta T\rangle$. The left side of (4) equals that variation if

$$-hC\lambda_t=hk\nabla^2\lambda-q'\lambda+\frac1{t_f}\Big[\frac{T-T^*}{\theta^2}-\frac{\nabla^2T}{g^2}\Big],\qquad h(k\lambda_r+q_e'\lambda)\big|_R=\frac{T_r|_R}{g^2t_f}. \tag{5}$$

The slope penalty thus acts both inside the wafer and at its edge. Equation (5) runs backward from $t_f$, in which direction its diffusion is stable.

The right side of (4) still contains $\delta L_j$, which obeys $\tau\delta L_j'+\delta L_j=\delta u_j$. Define $\mu_j$ by

$$-\tau\mu_j'=W_j\langle a_j\lambda\rangle-\mu_j,\qquad\mu_j(t_f)=0. \tag{6}$$

Then $\int W_j\langle a_j\lambda\rangle\delta L_j\,dt=\int(\mu_j-\tau\mu_j')\delta L_j\,dt=\int\mu_j(\delta L_j+\tau\delta L_j')dt=\int\mu_j\delta u_j\,dt$. The end terms vanish because $\delta L_j(0)=\mu_j(t_f)=0$. Integrating the variation of the rate penalty by parts gives $-u_j''/(v^2t_f)$ and an end term proportional to $u_j'(t_f)$. The gradient is

$$\boxed{\frac{\delta J}{\delta u_j}=\mu_j-\frac{u_j''}{v^2t_f}} \tag{7}$$

with $u_j'(t_f)=0$ if the final power is not at a bound. At a minimum, (7) vanishes where $u_j$ is free, is nonnegative where $u_j=0$, and is nonpositive where $u_j=1$. Because $T$ depends nonlinearly on the powers, the problem need not be convex, so these conditions are necessary and do not establish a global minimum. For $\tau\to0$, (6) reduces to $\mu_j=W_j\langle a_j\lambda\rangle$: the value of a lamp is then the adjoint averaged over its footprint at the same instant.

## A discretization that keeps the gradient

Divide the disc into rings of width $\Delta r$, with centres $r_i$ and area weights $m_i=2r_i\Delta r/R^2$. The finite-volume Laplacian is

$$(Df)_i=\frac{r_{i+1/2}(f_{i+1}-f_i)-r_{i-1/2}(f_i-f_{i-1})}{r_i\Delta r^2},$$

without the outer-face term in the last ring. The edge loss joins that ring's loss per volume $\ell(T)$, which elsewhere is $q/h$. Neighbouring rings satisfy $m_iD_{i,i+1}=2r_{i+1/2}/(R^2\Delta r)=m_{i+1}D_{i+1,i}$, so $mD$ is symmetric, with $m$ read as a diagonal matrix.

With $F=DK(T)-\ell(T)$, the trapezoidal rule in enthalpy is

$$H^n-H^{n-1}=\frac{\Delta t}2(F^n+F^{n-1})+\frac{\Delta t}h\sum_jW_ja_j\bar L_j^n. \tag{8}$$

Its linearization has the matrix $C^n-\frac{\Delta t}2F'^n$ acting on $\delta T^n$ in step $n$, and $-(C^n+\frac{\Delta t}2F'^n)$ in step $n+1$, where $F'=Dk-\ell'$. Multiply step $n$ by $hm\lambda^n$, sum, and collect the coefficient of $\delta T^n$. Symmetry gives $F'^{\mathsf T}m=mB$ with $B=kD-\ell'$, and after division by $m$

$$hC^n(\lambda^n-\lambda^{n+1})=\frac{h\Delta t}2B^n(\lambda^n+\lambda^{n+1})+\frac{w_n}{t_f}\Big[\frac{T^n-T^{*n}}{\theta^2}-\frac{DT^n}{g^2}\Big]. \tag{9}$$

Here $\lambda^{N+1}=0$, and $w_n=\Delta t$ except for $w_N=\Delta t/2$. Equation (9) is the transpose of the linearized (8). It is also a form of (5) of second order in $\Delta t$ if $\lambda^n$ is read as the adjoint at the midpoint of step $n$, so that $t_n$ lies halfway between $\lambda^n$ and $\lambda^{n+1}$. Discretizing and taking the adjoint therefore agree for this scheme. In radius the scheme is only of first order at the edge, because the edge loss is taken at the centre of the last ring and the sum of squared slopes over the inner faces leaves out the outer half ring.

Power is constant during a step, so the lag can be integrated in closed form. With $E=e^{-\Delta t/\tau}$ and $\varphi=(1-E)\tau/\Delta t$, the mean of the decaying exponential over the step,

$$\bar L^n=\varphi L^{n-1}+(1-\varphi)u^n,\qquad L^n=EL^{n-1}+(1-E)u^n .$$

Let $\beta^n=\Delta t\,W\langle a\lambda^n\rangle$ be the derivative of $J$ with respect to $\bar L^n$, and $\nu^n$ that with respect to $L^n$. The chain rule, started from $\nu^N=0$, gives

$$\frac{\partial J_{\rm th}}{\partial u^n}=(1-\varphi)\beta^n+(1-E)\nu^n,\qquad\nu^{n-1}=\varphi\beta^n+E\nu^n. \tag{10}$$

The rate penalty adds $[(u^n-u^{n-1})-(u^{n+1}-u^n)]/(v^2t_f\Delta t)$, with the term $u^{n+1}-u^n$ absent at $n=N$.

## Using the gradient

The thermal cost is a sum of squares. Let $X^n=\partial T^n/\partial u$, found from the linearized (8). Neglecting second derivatives of $T$ gives the Gauss–Newton matrix

$$G=\sum_n\frac{w_n}{t_f}(X^n)^{\mathsf T}\Big(\frac m{\theta^2}-\frac{mD}{g^2}\Big)X^n+G_{\rm rate}. \tag{11}$$

One iteration then has four parts:

1. Solve (8) forward, then (9) and (10) backward.
2. Form $G$.
3. Minimize the quadratic model subject to $0\le u+d\le1$, by projected Newton steps.
4. Halve the step along $d$ until the true cost falls sufficiently. The segment stays inside the bounds because a box is convex.

The tangents $X^n$ would also supply the gradient, so the adjoint pays most when $G$ is too large to form. A quasi-Newton method then needs (7) alone.

The weights have a predictable effect. Write $J=A+wP$, with global minimizers $1$ and $2$ for $w_1<w_2$. Then $A_1+w_1P_1\le A_2+w_1P_2$ and $A_2+w_2P_2\le A_1+w_2P_1$. Adding gives $(w_2-w_1)(P_2-P_1)\le0$: a heavier weight cannot raise its own penalty.

## A spike anneal

The wafer has $R=150$ mm, $h=775$ µm and density 2330 kg/m³. Rough silicon properties are $k=150(300\,\mathrm K/T)^{1.3}$ W/(m K) and specific heat $780+0.13\,T/\mathrm K$ J/(kg K). Each face has emissivity 0.68 towards a 400 K chamber. The edge radiates with factor 0.10, as if a guard ring returned most of its loss.

Lamp rings at $\rho=0,55,105,155$ mm are rated 6, 40, 75 and 120 kW. A fraction $\eta=0.40$ of their power arrives as absorbable light, blurred by a Gaussian of width $s=30$ mm. Averaging the Gaussian around the ring gives

$$a(r)=\frac{\eta}{2\pi s^2}e^{-(r^2+\rho^2)/2s^2}I_0(r\rho/s^2).$$

The lag is $\tau=0.15$ s. The target holds 900 K until 0.5 s, rises at 160 K/s to 1300 K at 3.0 s, and falls at 80 K/s until 4.5 s. The scales are $\theta=2$ K, $g=0.10$ K/mm and $v=2$ s⁻¹. There are 36 rings and 90 steps of 0.05 s.

The starting recipe fits the zones by least squares to the flux $q(T^*)+hC\,dT^*/dt$ plus edge loss, and ignores lag. The run starts from the steady state of powers fitted in the same way at 900 K.

| Run | rms error (K) | rms slope (K/mm) | rms rate (s⁻¹) | peak mean (K) |
|---|---|---|---|---|
| starting recipe | 18.6 | 0.436 | 2.17 | 1287 |
| optimum | 4.15 | 0.438 | 1.17 | 1293 |
| no slope penalty | 4.08 | 0.443 | 1.16 | 1293 |
| rate weight / 25 | 4.08 | 0.438 | 2.07 | 1294 |

In the last two rows the other weights are unchanged. The rate column is the root of the time-mean squared rate summed over the four zones, as in (2).

Lag explains most of the recipe's error. A delay of 0.15 s costs $0.15\times160=24$ K on the rise and 12 K on the fall, hence an rms of $\sqrt{(2.5\times24^2+1.5\times12^2)/4.5}\approx19$ K. With a 1 ms lag the same recipe has an error of 3.9 K. The time spent above 1250 K hides the delay: it is 0.94 s for the target and the recipe, and 0.93 s for the optimum.

The optimum does not improve uniformity. Its cost is $\frac12(4.15/2)^2+\frac12(0.438/0.10)^2+\frac12(1.17/2)^2\approx2.2+9.6+0.2$, so most of it is radial slope. The largest radial range between ring centres is 20 K in both the recipe and the optimum. In this model a uniform wafer stays uniform if the absorbed flux is uniform and the edge loss vanishes. Doubling the edge factor in a replay from the same initial state moves the ring temperatures by at most about 2 K, so the larger part of the 20 K must come from the lamp pattern. At these weights, changing the power history does not cure it; different ring positions or more zones are the natural remedy to try.

At 2.0 s the zone powers are 2.2, 18.0, 31.5 and 57.5 kW, or 109 kW in all. Heating at 1140 K needs 268 kW/m² for the ramp and 128 kW/m² for radiation, which is 28 kW over the disc. The commanded power corresponds to $0.40\times109=44$ kW of light. The lagging output supplies slightly less, and roughly a third of it misses the wafer.

On the fall, the unlit wafer would cool by radiation at about 127 K/s at 1300 K but only 88 K/s at 1180 K, so a target much steeper than 80 K/s could not be followed to the end. Ten of the 360 powers lie at zero and none at full power.

## Why the corners are rounded

The mean is 904.3 K at the first corner, where the target is 900 K, and 1292.5 K at 3.0 s, where the target peaks at 1300 K. A limiting case gives the scale. Take a uniform wafer, no lag, no bounds, and four equal fractions that heat at $S$ per unit fraction, with losses nearly constant over the corner. Then $u'=T''/S$, and with $e=T-T^*$ the cost density is $e^2/\theta^2+4T''^2/(Sv)^2$. Its Euler–Lagrange equation is

$$\vartheta^4T''''+T-T^*=0,\qquad\vartheta^2=\frac{2\theta}{Sv}.$$

Let the target slope jump by $\rho_*$ at $t=0$. With $p=1/(\sqrt2\,\vartheta)$, the decaying even solution is $e=e^{-p|t|}(a\cos pt+b\sin p|t|)$. Continuity of $T'$ requires $e'(0^+)=p(b-a)=-\rho_*/2$. Continuity of $T'''$, which is odd, requires $e'''(0^+)=2p^3(a+b)=0$. Hence $b=-a$ and

$$e(0)=a=\frac{\rho_*}{4p}=\frac{\sqrt2}{4}\rho_*\vartheta .$$

From the 2.0 s balance, 396 kW/m² corresponds to a mean fraction $109/241=0.45$. Dividing by $hC=1.68$ kJ/(m² K) gives $S\approx520$ K/s, so $\vartheta\approx0.06$ s. The estimates are $+3.5$ K for $\rho_*=160$ K/s and $-5.3$ K for $-240$ K/s, against $+4.3$ and $-7.5$ K in the full calculation. The omitted lag makes $u'=L'+\tau L''$ and so raises the price of quick changes; the zero-power bound also acts after the peak, and the time step of 0.05 s is not small beside $\vartheta$. How the discrepancy divides between them has not been separated.

## Error budget

**Gradient.** Central differences with step $10^{-3}$ in six powers of the starting recipe differ from the adjoint by at most $4\times10^{-9}$ of the largest component. Halving the time step changes the thermal part of the gradient by at most $8\times10^{-4}$ of that part's largest component. The first number measures consistency with the discrete cost, the second the discretization in time.

**Optimization.** The cost falls from 53.4 to 11.931 in one iteration and settles at 11.925. A start from constant power reaches the same $u$ within $10^{-8}$, which supports but does not prove a single minimum. The quasi-Newton method L-BFGS-B, using the adjoint gradient alone, reaches 11.936 after 41 evaluations, 0.1 % higher.

**Grid.** Replaying the optimum with rings three times and steps four times finer moves the temperature at the ring centres by at most 0.2 K. The slope term is less well converged, because the outer half ring, where the slope is steep, is not counted. On a grid of the same spacing with a node on the edge, the optimum has an rms slope of about 0.47 K/mm, a cost of about 13.6 and a radial range of about 22 K, while the power rate, the ten zero powers and the corner errors hardly change. The digits of the cost quoted above therefore belong to the 36-ring discrete problem.

**Model.** The same powers, replayed from the same initial state with one change at a time, give these largest local shifts:

- emissivity up 2 %, lamp absorption fixed: 4 K
- lamp coupling up 1 %: 4 K
- lag up 20 %: 5 K
- chamber at 600 K: 11 K
- gas cooling of 20 W/(m² K), both faces together, to 400 K: 21 K
- nonlinear filament: 31 K

The list leaves out errors in the rough silicon properties. The specific heat used here lies about 3 % below tabulated values, and a heat capacity 3 % higher would lower the temperature late in the ramp by about 8 K.

The filament replay uses $4\tau_fy'=u-y^4$ and $L=y^4$, where $y$ is the scaled filament temperature. Linearization gives a lag $\tau_fL^{-3/4}$. Set to 0.15 s at half output, it is about 0.8 s at the hold output of 0.05.

Front heating also creates a depth difference. If the absorbed flux is $\Phi$ and each face loses $q_1$, the inward flux falls linearly from $\Phi-q_1$ to $q_1$, with mean $\Phi/2$. The difference is therefore $h\Phi/(2k)$, or 8.5 K at the peak absorbed flux of 50 W/cm².

These values describe a 300 mm silicon wafer in a lamp furnace, with a target peak of 1027 °C and a ramp of 160 K/s. Constant emissivity and lamp coupling presume an opaque wafer. Lightly doped silicon is still partly transparent to lamp light below about 1000 K, so its coupling at the hold and early in the ramp would be several per cent lower. The 20 K radial range belongs to this lamp pattern and is not an estimate for a real furnace. Rotating the wafer would not reduce it, because rotation averages only around the axis and the model is already axially symmetric. Temperature feedback through the same four zones would still be limited to the same four flux patterns. Among the changes listed, replacing the constant lamp lag moves the result most, by 31 K. This order depends on the sizes chosen: an error of 10 % instead of 1 % in the lamp coupling would move the temperature by about 40 K. The optimized history is thus a feedforward command for a feedback controller, and resolving its cost to more digits has no practical value while model errors of this size remain.

For millisecond pulses the thickness mean itself fails, since depth differences in this wafer decay with a time constant of about $h^2C/(\pi^2k)\approx6$ ms at 1300 K. Depth must then be resolved and the lamp flux placed in the surface boundary condition. In Green's identity that flux multiplies the surface value of the adjoint, which replaces the thickness-mean $\lambda$ in (6).
